The Elwert factor in nonrelativistic bremsstrahlung on a point nucleus, part 2

An electron radiates one photon (energy ω, momentum k⃗, polarization ε⃗) in the field V = −Zα/r of a fixed point nucleus. How accurate is the Elwert form G_E in the nonrelativistic dipole model?

ω dσ/dω = (16/3)(Z²α³/p²) G,

L = ln((p+p′)/(p−p′)), G_E = L · N(η′)/N(η), N(η) = 2πη/(1 − e^(−2πη)).

Units are ħ = c = 1; c is also the scattering-angle cosine. Electron momenta: p⃗ initial, p⃗′ final. Hats mark unit vectors; β = p/m, x = p′/p, κ = Zαm, η = κ/p, η′ = η/x, q⃗ = p⃗ − p⃗′, Δ = p² − p′² = 2mω, r_e = α/m. With P⃗ = ⟨f|−i∇|i⟩,

dσ/dω = (α ω p′/(6π³ p)) ∫ |P⃗|² dΩ′.  (1)

The first derivation gave, for plane waves with Ṽ(Q) = −4πZα/Q²,

ε⃗·P⃗ = Ṽ(|q⃗ − k⃗|) [ ε⃗·p⃗′/(ω − p⃗′·k⃗/m − k²/2m) + ε⃗·p⃗/(−ω + p⃗·k⃗/m − k²/2m) ];  (3)

for Coulomb partial waves

G = (2/pp′) Σ l_> R²,  (5)

with R = ∫₀^∞ u_l(η, pr) u_l′(η′, p′r) dr/r², u_l regular, of unit amplitude at infinity, and l_> the larger of l and l′ = l ± 1; near the tip (p′ → 0), for small η,

G = 2x N(η′) (1 − πη) [1 + O(η², x²)].  (6)

The second uses exact Coulomb states with a = iη, b = iη′, |n|² = N(η), |n′|² = N(η′). Then P⃗ = i n n′ p ∇_p I at fixed q⃗, p⃗′, a, b, and

I = 4π A^(a+b−1) H₁^(−a) K^(−b) F(a,b;1;z),  1 − z = AS/(H₁K),  S = A − B + C − E,  (7)

with A = q² + λ², B = 2q⃗·p⃗ + 2iλp, C = 2q⃗·p⃗′ − 2iλp′, E = 2(pp′ + p⃗·p⃗′). A, H₁, K, S are the values of D = A − tB + sC − tsE at (t,s) = (0,0), (1,0), (0,1), (1,1), with Q⃗ = q⃗ − tp⃗ + sp⃗′ its momentum. F(a,b;1;z) = ⟨(1 − zτ)^(−a)⟩_b, with ⟨h⟩_a = (1/Γ(a)Γ(1−a)) ∫₀¹ t^(a−1)(1−t)^(−a) h(t) dt; M is Kummer's function.

On shell the corner values of Q⃗ are −p⃗′ at (t,s) = (1,0), p⃗ at (0,1) and 0 at (1,1). As λ → 0, A = q², H₁ = p′² + (λ − ip)² → −Δ − i0, K → Δ, S → −(p+p′)² − i0. Then |H₁^(−iη)| = e^(η arg H₁) = e^(−πη), while A^(a+b) and K^(−b) are pure phases. Also

1 − z = q²(p+p′)²/Δ² = q²/(p−p′)²,  z = −2pp′(1−c)/(p−p′)²,

so z runs from 0 (forward) to ξ = −4pp′/(p−p′)² (backward), and 1 − ξ = ((p+p′)/(p−p′))².

*The gradient.* Only B and E depend on p⃗: ∇H₁ = −2q⃗ and ∇S = −2q⃗ − 2(p′p̂ + p⃗′) = −2(p+p′)p̂. The power gives ∇ ln H₁^(−a) = −a(−2q⃗)/(−Δ) = −2a q⃗/Δ. For z,

∇(S/H₁) = ∇S/H₁ − S∇H₁/H₁² = 2p̂/(p−p′) − 2q⃗/(p−p′)² = −2p′(p̂ − p̂′)/(p−p′)²,

where p̂(p−p′) − q⃗ = p⃗′ − p′p̂ was used. Then ∇z = −(A/K)∇(S/H₁) = 2(1−z)p′(p̂ − p̂′)/Δ. With F_z = dF/dz,

|∇_p I| = (4π e^(−πη)/q²)(2/Δ) |v⃗|,  v⃗ = −a q⃗ F + (1−z) p′ (p̂ − p̂′) F_z.

At lowest order F = 1, F_z is of order ηη′, p|v⃗| = κq, and |P⃗| = 8πκ/(qΔ) = 4πZα/(ωq), the Born amplitude.

*The square.* Use q² = (1−z)(p−p′)², |p̂ − p̂′|² = 2(1−c), q⃗·(p̂ − p̂′) = (p+p′)(1−c) and 1 − c = −z(p−p′)²/(2pp′), together with η²p² = κ² = pp′ηη′ and ηp(p+p′) = κ(p+p′) = pp′(η+η′). The three terms of p²|v⃗|² share the factor pp′(p−p′)²(1−z):

p²|v⃗|² = pp′(p−p′)²(1−z) T,  T = ηη′|F|² − z(1−z)|F_z|² + z(η+η′) Re(iF F_z*).

The hypergeometric equation z(1−z)F_zz + [1 − (1+a+b)z]F_z − abF = 0 can be written (1−z)(zF_z)_z = i(η+η′)zF_z − ηη′F. For real z,

d/dz[z d|F|²/dz] = 2 Re[(zF_z)_z F*] + 2z|F_z|² = (2/(1−z)) [ z(η+η′) Re(iF_zF*) − ηη′|F|² + z(1−z)|F_z|² ].

Since iF_zF* is minus the conjugate of iF F_z*, the real parts are opposite, and the right side is −2T/(1−z). With q⁴ = (1−z)²(p−p′)⁴,

|p∇_p I|² = 64π² e^(−2πη) pp′ T/(Δ²(p−p′)²(1−z)) = −(32π² e^(−2πη) pp′/(Δ²(p−p′)²)) d/dz[z d|F|²/dz].

The program tests this against a numerical gradient of (7); both sides are 48.55744 for p = 1, x = 0.6, c = 0.3, η = 0.7.

*The angle integral.* With dΩ′ = 2π dc = π(p−p′)² dz/(pp′) and z from ξ to 0, the total derivative gives ∫|p∇I|²dΩ′ = 32π³ e^(−2πη) ξ (d|F|²/dξ)/Δ². Multiply by |n|²|n′|² = N(η)N(η′) and note N(η)e^(−2πη) = 2πη/(e^(2πη) − 1) = N(−η). In (1), with Δ = 2mω, ω dσ/dω = (4α/3m²)(p′/p) N(η′)N(−η) ξ d|F|²/dξ. Dividing by (16/3)Z²α³/p² leaves pp′/(4κ²) = 1/(4ηη′):

G = N(η′) N(−η) ξ (d|F|²/dξ)/(4ηη′),  F = F(iη, iη′; 1; ξ).  (8)

This is Sommerfeld's formula, exact within the model. The program tests it against (5), with radial waves from numerical integration of the radial equation: at η = 1, x = 0.5 both give 2.139055, at η = 1, x = 0.1 both give 2.006977, and free waves at x = 0.5 reproduce L = 1.098612.

*Small coupling at fixed x.* The n-th term of F is

(iη)(iη′)(ξⁿ/n²) Π_{j=1}^{n−1} (1 + iη/j)(1 + iη′/j).

A contribution of total order k in η, η′ carries i^k times a real power series in ξ. Each such series continues analytically to all ξ < 1 and stays real there, so odd orders are imaginary. The second order is −ηη′Li₂(ξ) with Li₂ = Σξⁿ/n². In |F|² = (Re F)² + (Im F)² only even orders occur, so |F|² = 1 − 2ηη′Li₂(ξ) + fourth order. With ξ dLi₂/dξ = −ln(1−ξ) = −2L, one finds ξ d|F|²/dξ = 4ηη′L·ℛ with ℛ = 1 + second order, and

G = L N(η′) N(−η) ℛ.  (9)

At zeroth order G = L, the Born logarithm. At first order G = L[1 + π(η′ − η)] for every x, which is also the first-order expansion of L N(η′)/N(η). The program tests this: (G/L − 1)/(π(η′−η)) = 0.99999 at η = 10⁻³, x = 0.5.

*Uniformity toward the tip.* As x → 0, η′ grows without bound, but X = η′ξ = −4η/(1−x)² does not. Distributing the n powers of ξ over the factors, the n-th term is (iη)(iX) n⁻² Π(1 + iη/j)(ξ + iX/j). For |ξ| < 1, that is x < 3 − 2√2, F is thus an expansion in iη and iX with real coefficients that are convergent series in ξ. The operation ξ d/dξ at fixed η′ multiplies the n-th term by n and preserves this structure. The leading term is 4ηη′L = 2ηX ln(1−ξ)/ξ, and ln(1−ξ)/ξ is bounded away from zero, so ℛ = 1 + O(η²) uniformly down to x = 0. For x above 3 − 2√2, η′ is itself of order η. Finally,

N(η)N(−η) = 4π²η²/((1 − e^(−2πη))(e^(2πη) − 1)) = (πη/sinh πη)² = 1 − π²η²/3 + O(η⁴),

so (9) reads

G/G_E = (πη/sinh πη)² ℛ = 1 + O(η²).  (10)

The unbounded growth with η′ sits in N(η′) alone; the remaining factor ℛ tends to a finite limit as x → 0. This establishes the Elwert factor on any range 0 ≤ x ≤ x₁ < 1.

*The soft end.* At order η², N(−η) would serve as well as 1/N(η). The limit x → 1 decides between them. When (η′ − η) ln|ξ| ≪ 1 one may set b = a. With Y = −ξ large, split ⟨(1 + Yτ)^(−a)⟩_a at δ, 1/Y ≪ δ ≪ 1. Above δ the integrand is Y^(−a) τ⁻¹(1−τ)^(−a). The Beta integral ∫₀¹τ^(ε−1)(1−τ)^(−a)dτ = 1/ε + ψ(1) − ψ(1−a) + O(ε), less ∫₀^δ τ^(ε−1)dτ = 1/ε + ln δ, gives −ln δ + ψ(1) − ψ(1−a), where ψ now denotes the digamma function. Below δ, with u = Yτ, the integrand is Y^(−a)u^(a−1)(1+u)^(−a). The integral ∫₀^∞u^(a−1)(1+u)^(−a−ε)du = 1/ε + ψ(1) − ψ(a), less ∫_{Yδ}^∞u^(−1−ε)du = 1/ε − ln Yδ, gives ln Yδ + ψ(1) − ψ(a). Adding,

F ≈ Y^(−a)[ln Y + 2ψ(1) − ψ(a) − ψ(1−a)]/(Γ(a)Γ(1−a)).

For a = iη, ψ(iη) = ψ(1+iη) − 1/(iη) and ψ(1) = −γ, so the bracket is ln Y − 2h + 1/(iη) with h = γ + Re ψ(1+iη). Also |Γ(iη)Γ(1−iη)|⁻² = sinh²(πη)/π². Then |F|² = (sinh²πη/π²)[(ln Y − 2h)² + 1/η²], and ξ d/dξ = d/d ln Y gives 2(ln Y − 2h) sinh²πη/π². With ln Y → 2L the factor (πη/sinh πη)² in (8) cancels completely:

G → L − h(η),  h = Σ_{n≥1} η²/(n(n² + η²)),  (11)

the series being the real part of ψ(1+s) + γ = Σ s/(n(n+s)) at s = iη. The logarithm has coefficient one for every η. The Elwert form reproduces it, while L N(η′)N(−η) would carry (πη/sinh πη)². At η = 1 and 1 − x = 10⁻⁵, G = 11.535 and L − h = 11.534 (a test, as is the slope dG/dL = 0.9999), G_E = 12.206 and the alternative gives 0.903. Since h > 0, both the Born and the Elwert forms lie above G at the soft end by h, which is ζ(3)η² for small η, a relative error −h/L of G against G_E that fades only logarithmically.

The crossover between fixed x and x → 1 has not been bounded analytically here. The program tests at seven values of x that (G/G_E − 1)/η² settles to a limit of modulus below one as η decreases. At η = 0.01 the values are +0.0435, +0.0412, +0.0230, −0.0155, −0.0795, −0.1765, −0.1983 for x = 0.001, 0.1, 0.3, 0.5, 0.7, 0.9, 0.99.

*The tip.* For x → 0 at fixed η, (iη′)_n ξⁿ → (iX)ⁿ with X → −4η, so F → Φ = M(iη;1;iX), ξ d/dξ → X d/dX and N(η′) → 2πη′. Then G_tip = (π/2η) N(−η) X d|Φ|²/dX. Since dΦ/dX = −ηM(1+iη;2;iX),

G_tip = 4πη N(−η) Re[ M(iη;1;−4iη)* M(1+iη;2;−4iη) ].

For small η the terms of Φ through fourth order are 1, −ηX (n = 1), −iηX²/4 + η²X²/4 (n = 2) and ηX³/18 (n = 3). So |Φ|² = 1 − 2ηX + (3/2)η²X² + ηX³/9, and X d|Φ|²/dX = −2ηX + 3η²X² + ηX³/3 = 8η² + 48η⁴ − (64/3)η⁴ = 8η²(1 + 10η²/3). With (10),

G_tip/G_E = 1 + (10 − π²)η²/3 + O(η⁴).

The coefficient is 0.0435 (tested: 0.04346 at η = 0.005 against 0.04347), the small difference of 10/3 and π²/3. Had N(−η) been kept in place of 1/N(η), it would be 10/3. This accounts for the accuracy of the Elwert value at the tip for small η only. At larger η the computed ratio G_tip/G_E is 1.0004, 1.0058, 1.0031, 0.970, 0.938 for η = 0.1, 0.5, 1, 3, 10. At η = 0.5 the η² term alone would give 0.0435 × 0.25 = 0.011, about twice the computed 0.0058, so higher orders already matter there. That the error stays below 1 % at η = 1 is a numerical finding, which the expansion does not explain. To first order, G_tip = 4πη(1 − πη), in agreement with (6).

**A 10 keV electron on a bare aluminium nucleus**

The level of theory is that of the model: nonrelativistic, dipole, fixed point charge Z = 13, no screening. The program and its output follow the text.

β² = 2 × 10/510.999 = 0.03914,  β = 0.19784,  η = 13 × 0.0072974/0.19784 = 0.4795,  N(η) = 3.1686.

Prefactor = (16/3) × 0.0072974 × 169 × 0.079408 b/0.03914 = 13.34 b (1.334×10⁻²⁷ m²).

For a 9 keV photon, x = √(1 − 9/10) = 0.31623, η′ = 0.4795/0.31623 = 1.5164, L = ln(1.31623/0.68377) = 0.6549, N(η′) = 9.528. The Elwert factor is 9.528/3.1686 = 3.007 and G_E = 0.6549 × 3.007 = 1.969. Equation (8) gives G = 1.972, and the partial-wave sum agrees (a test). The cross sections ω dσ/dω are 8.74 b, 26.3 b and 26.3 b. At the tip G_E = 4π × 0.4795/3.1686 = 1.902 against G = 1.912.

| photon (keV) | Born (b) | Elwert (b) | exact (b) | exact/Elwert |
|---|---|---|---|---|
| 1 | 48.5 | 50.8 | 48.8 | 0.961 |
| 5 | 23.5 | 32.1 | 31.5 | 0.983 |
| 9 | 8.74 | 26.3 | 26.3 | 1.001 |
| 9.9 | 2.68 | 25.5 | 25.6 | 1.005 |
| 10 (tip) | 0 | 25.4 | 25.5 | 1.006 |

The tip value 25.5 b is 2.55×10⁻²⁷ m². With η near one half the example lies outside the regime η ≪ 1 of the proof, yet the exact value differs from the Elwert value by 0.6 % or less, relative to the latter, at the three hardest photon energies. At 1 keV the uncorrected Born value is the closer one: L = 3.637, G = 3.656, G_E = 3.804. The factor raises L by 0.167, and G lies below G_E by 0.148, the sign that (11) predicts for the soft side. The two shifts nearly cancel at this photon energy. They cannot cancel in general, because the first vanishes as ω → 0 while the second tends to h.

The comparison is internal to the model. Keeping the photon momentum in (3) changes the Born term by a relative +0.047 at 5 keV and +0.0415 at 9 keV, of the size of β² = 0.039, and relativistic kinematics, which is omitted, enters at the same order. The two effects largely offset each other. The relativistic Born (Bethe–Heitler) formula contains both, and it differs from the nonrelativistic Born term by about +2 % at 1 keV and −0.4 % at 9.9 keV. Using relativistic velocities in the Elwert factor as well shifts the exact column by roughly +2 % at 1 keV and −2 % at 9.9 keV. As a prediction for a real bare nucleus the entries are therefore uncertain by a few per cent, and the second figure may be off by one unit.

**What each derivation assumes**

Both rest on (1), and so on β ≪ 1, a fixed nucleus and a spinless dipole coupling. The dipole step is examined here only in the first, through the plane-wave amplitude (3) with k⃗ kept. The integral (7) holds for any q⃗ and would also allow k⃗ to be kept with Coulomb waves, but that is not carried out here. The second inherits the step, and its formula (8) is exact only up to relative corrections of order β², estimated from the Born term.

The first derivation uses the Coulomb form of V in limited ways. The Born part needs only Ṽ(q): for any central potential the same steps give G = ∫ (dq/q) (q²Ṽ(q)/4πZα)² between p − p′ and p + p′. For a neutral atom Ṽ stops growing below the inverse atomic radius, so the logarithm saturates once p − p′ falls below that scale and L no longer applies. The tip argument needs a separation of lengths, 1/p ≪ 1/κ and 1/p ≪ 1/p′, an unscreened 1/r field over the emission region r ~ 1/p, and the density of the slow s wave at the nucleus. That density keeps the value N(η′) under smooth screening if the screening radius is large compared with 1/p′, because the slow wave then crosses the screened region with negligible reflection. For an electron leaving a neutral atom with little energy this fails, and the density must be taken from the screened potential. The soft argument needs the equality of the exact and Born elastic moduli, which is shown here only for the 1/r potential. The price of this flexibility is that the Elwert factor emerges as a formula joining three limits, with no control in between and with the additive constant at the soft end undetermined.

The second derivation assumes nothing about η or η′ until the final expansions, but it needs the pure Coulomb potential at every step: the separation in r − z, the bilinear denominator D and the total derivative all disappear with screening. In exchange it proves the first-order form 1 + π(η′ − η) at every x, shows that the unbounded growth at large η′ comes from N(η′) alone, supplies the constant −h and the tip coefficient (10 − π²)/3, and gives a formula from which the error of G_E can be computed at any η. It also shows that the natural prefactor is N(η′)N(−η), and that 1/N(η) results from combining N(−η) with the part (sinh πη/πη)² of the hypergeometric function that the soft limit exposes. The sign of Z enters only through η and η′, so the same steps hold for a repulsive field with both reversed. N(−η′) then vanishes exponentially as p′ → 0, and the tip is suppressed instead of raised.

Numbers as computed

```
full-k/Born - 1 at x=0.3: beta=0.02 4.1196e-04, beta=0.01 1.0297e-04
|p grad I|^2 (p=1, x=0.6, cos=0.3, eta=0.7): numeric 48.55744020, formula 48.55744020
free partial waves x=0.5: G=1.0986123, L=1.0986123
eta=1.0 x=0.5: partial waves 2.1390551, exact 2.1390551
eta=1.0 x=0.1: partial waves 2.0069773, exact 2.0069774
(G/L-1)/(pi(eta'-eta)) at eta=1e-3, x=0.5: 0.99999
x=0.001: (exact/Elwert-1)/eta^2 at eta=0.01: +0.0435
x=0.1: (exact/Elwert-1)/eta^2 at eta=0.01: +0.0412
x=0.3: (exact/Elwert-1)/eta^2 at eta=0.01: +0.0230
x=0.5: (exact/Elwert-1)/eta^2 at eta=0.01: -0.0155
x=0.7: (exact/Elwert-1)/eta^2 at eta=0.01: -0.0795
x=0.9: (exact/Elwert-1)/eta^2 at eta=0.01: -0.1765
x=0.99: (exact/Elwert-1)/eta^2 at eta=0.01: -0.1983
tip error coefficient 0.04346, (10-pi^2)/3 = 0.04347
tip eta=0.1: exact 0.93342, Elwert 0.93302, ratio 1.00042
tip eta=0.5: exact 1.92458, Elwert 1.91357, ratio 1.00575
tip eta=1: exact 2.00236, Elwert 1.99627, ratio 1.00305
tip eta=3: exact 1.94031, Elwert 2.00000, ratio 0.97016
tip eta=10: exact 1.87685, Elwert 2.00000, ratio 0.93843
soft eta=1, 1-x=1e-5: exact 11.53456, L-gamma-Re psi 11.53420
  Elwert 12.20619, L N(eta')N(-eta) 0.90326, dG/dL 0.99986
Al nucleus Z=13, T=10.0 keV, mc^2=510.999 keV, alpha=0.0072974, r_e^2=0.079408 b
beta=p/mc=0.19784, beta^2=0.03914, eta=0.47952, N(eta)=3.16863
prefactor (16/3) alpha Z^2 r_e^2/beta^2 = 13.3446 b = 1.3345e-27 m^2
photon 1.0 keV: x=0.94868 eta'=0.50545 N(eta')=3.31426 L=3.63689 Elwert factor=1.04596
  G_E=3.80405 G=3.65616 Gaunt=2.01575 exact/Elwert=0.96112
  w dsigma/dw: Born 48.533 b, Elwert 50.763 b, exact 48.790 b
photon 5.0 keV: x=0.70711 eta'=0.67814 N(eta')=4.32185 L=1.76275 Elwert factor=1.36395
  G_E=2.40430 G=2.36272 Gaunt=1.30264 exact/Elwert=0.98271
  w dsigma/dw: Born 23.523 b, Elwert 32.084 b, exact 31.529 b
  partial-wave G=2.362721, retardation change of Born term +0.0468
photon 9.0 keV: x=0.31623 eta'=1.51636 N(eta')=9.52829 L=0.65490 Elwert factor=3.00707
  G_E=1.96933 G=1.97213 Gaunt=1.08729 exact/Elwert=1.00142
  w dsigma/dw: Born 8.739 b, Elwert 26.280 b, exact 26.317 b
  partial-wave G=1.972132, retardation change of Born term +0.0415
photon 9.9 keV: x=0.10000 eta'=4.79517 N(eta')=30.12892 L=0.20067 Elwert factor=9.50851
  G_E=1.90808 G=1.91791 Gaunt=1.05740 exact/Elwert=1.00515
  w dsigma/dw: Born 2.678 b, Elwert 25.462 b, exact 25.594 b
tip: G_E=1.90170, G=1.91227, exact/Elwert=1.00556
tip w dsigma/dw: Elwert 25.377 b, exact 25.518 b = 2.5518e-27 m^2
```
